\section*{Viscous electron flow in a no-slip channel with momentum loss}

\section{Definitions and conventions}

Electrons of charge $-e$, mass $m$ and density $n$ flow along $x$ in a channel $|y|<W/2$, uniform in $x$. They are degenerate, with an isotropic parabolic band and Fermi velocity $v_F$. The dimension is $d=2$ for a sheet of electrons and $d=3$ for a metal slab that is uniform along $z$. A weak steady field $E$ exerts the force $F=-eE$ on each electron, and $u(y)$ is the drift velocity.

Collisions are of two kinds. Those with impurities or with lattice vibrations take momentum from the electrons, at rate $1/\tau_{mr}$. Those between electrons redistribute momentum and conserve its total, at rate $1/\tau_{mc}$. With $l_i=v_F\tau_i$, the total rate and free path are
\begin{equation}
\frac1\tau=\frac1{\tau_{mr}}+\frac1{\tau_{mc}},\qquad
\frac1l=\frac1{l_{mr}}+\frac1{l_{mc}} .
\end{equation}

Far from any wall the force balances the bulk loss, $F/m=u_0/\tau_{mr}$, so $u_0=F\tau_{mr}/m$. The current density is $-neu$, which gives $\sigma_{\rm bulk}=-neu_0/E=ne^2\tau_{mr}/m$. In the channel $\sigma$ is defined by the mean current density, hence
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=\frac{\bar u}{u_0},\qquad
\bar u=\frac1W\int_{-W/2}^{W/2}u\,dy .
\end{equation}
The sign of the charge cancels in this ratio.

\section{Simplest case: viscosity alone}

Let the electrons behave as a fluid of kinematic viscosity $\nu$ that sticks to the walls, and let there be no bulk loss. Force balance per unit mass reads $\nu u''+F/m=0$. Two integrations with $u(\pm W/2)=0$ give
\begin{equation}
u=\frac{F}{2m\nu}\left(\frac{W^2}{4}-y^2\right),\qquad
\bar u=\frac{F}{2m\nu}\left(\frac{W^2}{4}-\frac{W^2}{12}\right)=\frac{FW^2}{12m\nu}.
\label{pois}
\end{equation}
All the momentum supplied by the field leaves through the walls. A larger viscosity carries it there faster and lowers the current.

\section{Adding bulk momentum loss}

With both channels of loss the balance is the Stokes--Ohm equation
\begin{equation}
\nu u''-\frac{u}{\tau_{mr}}+\frac Fm=0 .
\end{equation}
Multiplication by $\tau_{mr}$ brings out one length, the Gurzhi length $D$:
\begin{equation}
D^2u''-u+u_0=0,\qquad D=\sqrt{\nu\tau_{mr}} .
\label{so}
\end{equation}
Momentum diffuses with diffusivity $\nu$, and $D$ is the distance it covers in the time $\tau_{mr}$.

The difference $q=u-u_0$ obeys $q''=q/D^2$, so
\begin{equation}
u=u_0+A\cosh(y/D)+B\sinh(y/D).
\end{equation}
Put $a=W/(2D)$. Subtracting the two wall conditions gives $2B\sinh a=0$, so $B=0$. Either condition then gives $A=-u_0/\cosh a$, and
\begin{equation}
u=u_0\left[1-\frac{\cosh(y/D)}{\cosh a}\right].
\label{profile}
\end{equation}
Since $\int_{-W/2}^{W/2}\cosh(y/D)\,dy=2D\sinh a$, the average is
\begin{equation}
\boxed{\frac{\sigma}{\sigma_{\rm bulk}}
=1-\frac{2D}{W}\tanh\frac{W}{2D}}
\label{main}
\end{equation}

\textit{Narrow limit.} For $a\ll1$, $\tanh a=a-a^3/3+\dots$, so $1-\tanh a/a\to a^2/3=W^2/(12D^2)$. Multiplying by $u_0=F\tau_{mr}/m$ and using $D^2=\nu\tau_{mr}$ returns (\ref{pois}); the bulk loss time has dropped out.

\textit{Wide limit.} For $a\gg1$, $\tanh a\to1$ and the ratio tends to $1-2D/W$. Each wall costs as much current as a dead layer of thickness $D$. Within this no-slip model, a conductivity loss below 10\% needs $W>20D$.

\textit{Force balance.} Averaging (\ref{so}) over the width gives
\begin{equation}
1-\frac{\bar u}{u_0}=-\frac{D^2}{Wu_0}\bigl[u'(W/2)-u'(-W/2)\bigr].
\end{equation}
The right side is the viscous force on the two walls divided by the total driving force. The term $(2D/W)\tanh a$ is therefore the walls' share of the drive.

A finite-difference solution of (\ref{so}) at $W/D=0.5$, 3 and 12 agrees with (\ref{profile}) to within $10^{-5}u_0$, and its mean agrees with (\ref{main}) equally well.

\section{The viscosity from kinetic theory}

So far $\nu$ and the no-slip condition were assumed. Write the distribution as $f_0+\delta f$. To first order in $F$ the steady Boltzmann equation is
\begin{equation}
v_y\partial_y\delta f+Fv_x\frac{\partial f_0}{\partial\varepsilon}
=-\frac{\delta f}{\tau_{mr}}-\frac{\delta f-\delta f_u}{\tau_{mc}},\quad
\delta f_u=\left(-\frac{\partial f_0}{\partial\varepsilon}\right)mv_xu .
\end{equation}
Here $\delta f_u$ is the first-order change of $f_0$ when it is set drifting at $u$. Conserving collisions relax the electrons towards this drifting state, not towards rest. Because $\delta f$ is odd in $v_x$, density and energy are undisturbed and need no further terms.

Set $\delta f=(-\partial f_0/\partial\varepsilon)\,mv_x\,g(y,\mu)$ with $\mu=v_y/v_F$. Dividing out the common factor and multiplying by $\tau$ gives
\begin{equation}
\mu l\,g'+g=\frac{l}{l_{mc}}u+\frac{l}{l_{mr}}u_0,
\label{kin}
\end{equation}
where $F\tau/m=u_0\tau/\tau_{mr}$ was used. The drift velocity is $u=\langle g\rangle$, an angular average weighted by $v_x^2$: one factor $v_x$ comes from $\delta f$, the other from the current. As a normalized weight in $-1<\mu<1$ it is
\begin{equation}
w_2=\frac2\pi\sqrt{1-\mu^2},\qquad w_3=\frac34(1-\mu^2).
\end{equation}
For $d=2$, $\mu=\sin\theta$ and the weight $\cos^2\theta\,d\theta/\pi$ is summed over the two angles that share one $\mu$. For $d=3$, $v_x^2$ is averaged around the $y$ axis. The second moments are
\begin{equation}
\langle\mu^2\rangle_2=\frac1\pi\int_0^{2\pi}\sin^2\theta\cos^2\theta\,d\theta=\frac14,\quad
\langle\mu^2\rangle_3=\frac34\left(\frac23-\frac25\right)=\frac15,
\end{equation}
that is, $1/(d+2)$.

Now average (\ref{kin}), first as it stands and then multiplied by $\mu$. In the first average $1-l/l_{mc}=l/l_{mr}$; in the second the right side vanishes because $\langle\mu\rangle=0$:
\begin{align}
l_{mr}\langle\mu g\rangle'&=u_0-u, \label{m1}\\
\langle\mu g\rangle&=-l\,\langle\mu^2g\rangle' . \label{m2}
\end{align}
Both hold without approximation for (\ref{kin}). They are closed by taking $\langle\mu^2g\rangle=u/(d+2)$. This is right for $g=u$, and the first gradient term, $-\mu lu'$, is odd in $\mu$ and adds nothing. The first neglected terms are of relative order $(l/D)^2$. Then
\begin{equation}
\langle\mu g\rangle=-\frac{l}{d+2}u',\qquad
\frac{l\,l_{mr}}{d+2}u''=u-u_0 .
\end{equation}
Comparison with (\ref{so}) gives
\begin{equation}
D^2=\frac{l\,l_{mr}}{d+2},\qquad \nu=\frac{D^2}{\tau_{mr}}=\frac{v_Fl}{d+2}.
\end{equation}
Since $(l/D)^2=(d+2)l/l_{mr}$, the closure needs $l\ll l_{mr}$: most collisions must conserve momentum.

\textit{Test on pure shear.} With no field and no bulk loss, let two diffuse walls $20l$ apart move in opposite directions. Numerical solution of the kinetic equation gives $\nu/(v_Fl)=0.2501$ for $d=2$ and $0.2001$ for $d=3$, against $1/4$ and $1/5$.

\section{Beyond the closure in two dimensions}

For $d=2$ the error of the closure in the decay length can be found in closed form. Expand $\cos\theta\,(g-u_0)=\sum_{m\ge1}a_m(y)\phi_m(\theta)$ in $\cos\theta,\ \sin2\theta,\ -\cos3\theta,\ -\sin4\theta,\dots$, with signs repeating in pairs. The product formulas give $\sin\theta\,\phi_m=\frac12(\phi_{m-1}+\phi_{m+1})$ with $\phi_0=0$. Transport couples neighbours, and each harmonic relaxes over its own path $l_m$. For a solution $\propto e^{-y/\Lambda}$,
\begin{equation}
a_{m-1}+a_{m+1}=\frac{2\Lambda}{l_m}a_m,\qquad a_0=0,\quad l_1=l_{mr},\quad l_{m\ge2}=l .
\label{chain}
\end{equation}
Keeping two harmonics gives $a_2=(2\Lambda/l_{mr})a_1$ and $a_1=(2\Lambda/l)a_2$, so $\Lambda^2=l\,l_{mr}/4=D^2$.

For the full chain try $a_m=r^{m-1}a_1$ with $|r|<1$. The equation for $m=1$ gives $r=2\Lambda/l_{mr}$, and those for $m\ge2$ all give $r+1/r=2\Lambda/l$. Insert the first into the second and use $1/l-1/l_{mr}=1/l_{mc}$:
\begin{equation}
\frac{l_{mr}}{2\Lambda}=\frac{2\Lambda}{l_{mc}}
\;\Rightarrow\;
\Lambda=\tfrac12\sqrt{l_{mc}l_{mr}},\qquad
\frac{\Lambda^2}{D^2}=\frac{l_{mc}}{l}=1+\frac{l_{mc}}{l_{mr}} .
\end{equation}
Here $r=\sqrt{l_{mc}/l_{mr}}$, so this solution exists for $l_{mc}<l_{mr}$. As $l_{mc}/l_{mr}\to0$, $\Lambda\to D$.

\section{From no slip to diffuse walls}

A diffuse wall sends electrons back with no memory of their drift, so $g=0$ for those leaving it. Those arriving still carry drift from about one free path away. The mean velocity extrapolated to the wall is then not zero but
\begin{equation}
u=\zeta|u'| ,
\end{equation}
with a slip length $\zeta$ of order $l$.

To estimate $\zeta$ for $d=2$, take the wall at $y=W/2$ and let arriving electrons ($\mu>0$) keep the bulk form $g=u-\mu lu'$. Their momentum flux must equal the bulk value $-lu'/4$:
\begin{equation}
u\int_0^1 w_2\mu\,d\mu-lu'\int_0^1w_2\mu^2d\mu
=\frac{2u}{3\pi}-\frac{lu'}8=-\frac{lu'}4 .
\end{equation}
Thus $u=-(3\pi/16)lu'$ and $\zeta\approx0.589\,l$. The kinetic solution of the shear problem gives $0.637\,l$. The estimate is 7\% below it, because it ignores how collisions near the wall reshape the arriving distribution. For $d=3$ the kinetic value is $0.582\,l$.

With slip, keep $u=u_0[1-A\cosh(y/D)]$. At $y=W/2$ the condition $u=-\zeta u'$ reads $1-A\cosh a=(\zeta/D)A\sinh a$. Solving for $A$ and averaging, with $T=\tanh a$,
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=1-\frac{2D}{W}\,\frac{T}{1+\zeta T/D}.
\label{slip}
\end{equation}

\textit{Limits.} For $\zeta\to0$, (\ref{main}) returns. To first order in $\zeta$ the conductivity ratio exceeds (\ref{main}) by $2\zeta T^2/W$. In a narrow channel, with $W\ll D$ and $\zeta W\ll D^2$, expansion of (\ref{slip}) gives $(W^2/12D^2)(1+6\zeta/W)$. The factor 6 makes no slip a demanding condition: with $\zeta=0.637\,l$, a 10\% accuracy there needs $W$ near $40l$.

\textit{Test.} Hold $W/D=4$, $d=2$, where (\ref{main}) gives 0.518, and reduce $l/W$ through 0.04, 0.02 and 0.01. The kinetic ratio is 0.562, 0.541 and 0.530. Its excess over (\ref{main}), 0.0436, 0.0227 and 0.0116, nearly halves each time. For the last point the first-order term is $2(0.637)(0.01)(0.964)^2=0.0118$. Equation (\ref{main}) is thus the leading result for $l\ll W$ and $l\ll D$, with a first-order correction from slip.

\section{A two-dimensional electron channel}

The parameters are round values in the regime of a microchannel in a high-mobility semiconductor heterostructure at some tens of kelvin: $n=3\times10^{11}$ cm$^{-2}$, $m=0.07\,m_e$, mobility $10^6$ cm$^2$/Vs, $T=30$ K, $W=5$ $\mu$m. They are rough typical values, with the mobility towards the high side for this temperature.

The Fermi energy is $E_F=\pi\hbar^2n/m=10.3$ meV and $v_F=2.27\times10^5$ m/s. The mobility gives $\tau_{mr}=39.8$ ps and $l_{mr}=9.04$ $\mu$m. For electron--electron collisions the order-of-magnitude estimate $\tau_{mc}=\hbar E_F/(k_BT)^2$ gives 1.01 ps and $l_{mc}=0.229$ $\mu$m, so $l=0.224$ $\mu$m. Then
\begin{equation}
D=\sqrt{\frac{0.2237\times9.037}{4}}\ \mu{\rm m}=0.711\ \mu{\rm m},\qquad
\frac{W}{2D}=3.52,
\end{equation}
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=1-0.2844\times0.998=0.716 .
\end{equation}
The sheet resistance rises from the bulk value of 20.8 to 29.1 ohm/square. The velocity at mid-channel is $0.94u_0$, so the loss comes mostly from layers near the walls.

\textit{Slip.} The slip length is 0.142 $\mu$m, and (\ref{slip}) gives $1-0.2839/1.200=0.763$. The kinetic solution gives 0.764, or 27.2 ohm/square, and a wall share of the drive of 0.236. Slip thus accounts for nearly all of the difference between (\ref{main}) and the kinetic result. The closure matters less: $\Lambda=0.720$ $\mu$m, 1\% above $D$.

\textit{Collision rate.} At fixed mobility, halving $l_{mc}$ raises (\ref{main}) to 0.80 and doubling it lowers the ratio to 0.61. More frequent conserving collisions improve conduction here because they slow the diffusion of momentum to the walls. As the rate is known only in order of magnitude, this is a large uncertainty.

\textit{Temperature.} Here $k_BT/E_F=0.25$. For energy-independent $\tau$, the stress is $-\tau u'$ times the integral of $m^2v_x^2v_y^2(-\partial f_0/\partial\varepsilon)$ over states. In two dimensions the angular average of $m^2v_x^2v_y^2$ is $m^2v^4/8=\varepsilon^2/2$, and the density of states is constant. Integration by parts turns $\int(\varepsilon^2/2)(-\partial f_0/\partial\varepsilon)d\varepsilon$ into $\int\varepsilon f_0\,d\varepsilon$, which is the pressure. At this temperature the pressure, and with it $\nu$, is 20\% above the zero-temperature value. Equation (\ref{main}) then gives 0.69.

\textit{Odd harmonics.} In two dimensions the odd harmonics with $m\ge3$ relax more slowly than the even ones at low temperature. As a rough model, replace $1/l_{mc}$ for them by $1/l_{mc}$ times the smaller of 1 and $(k_BT/E_F)^2(m/3)^4$. The chain (\ref{chain}) then gives $\Lambda=0.83$ $\mu$m. Put in place of $D$ in (\ref{main}), this gives 0.67, but that number is not an estimate of the full effect. The slow harmonics also change the flow near the walls and hence the slip, which can outweigh the longer decay length. Neither the size nor the sign of the change in conductivity follows from $\Lambda$ alone.

These changes were made one at a time and have different signs. A factor of two in the collision rate alone moves the no-slip ratio (\ref{main}) between 0.61 and 0.80, and slip at diffuse walls raises these values. If the rate is right to within a factor of two, the estimate for diffuse walls is roughly 0.7 to 0.8. A larger error in the rate widens this range. Nonlinearity in the drift is small: at 0.01 V/cm the bulk drift speed is $4\times10^{-4}v_F$.

A real channel may also break the assumption of diffuse walls, since a smooth electrostatic edge reflects part of the electrons specularly. For full specular reflection $g(\mu)=g(-\mu)$ at the wall, the uniform solution $g=u_0$ satisfies every condition, and the ratio is 1. With the other parameters fixed, wall quality can thus move the kinetic value from 0.76 up towards 1.

\section{A room-temperature interconnect line}

Take a metal line with rough free-electron values: $W=20$ nm, $l_{mr}=40$ nm, $E_F=7$ eV, $T=300$ K. The same estimate of electron--electron collisions gives $l_{mc}\approx11$ $\mu$m, more than 500 times the width. Nearly every collision loses momentum, and $l\approx2W$. Both conditions for viscous flow fail.

The formula still returns a number. With $d=3$, $D=17.9$ nm and (\ref{main}) gives 0.09. To see what replaces it, drop the conserving collisions from (\ref{kin}), leaving $\mu lg'+g=u_0$ with $l=l_{mr}$. For $\mu>0$ and $g(-W/2)=0$,
\begin{equation}
g=u_0\left[1-e^{-(y+W/2)/(l\mu)}\right].
\end{equation}
Averaging over $y$ gives $1-(l\mu/W)(1-e^{-W/(l\mu)})$ in units of $u_0$. Electrons with $\mu<0$ contribute equally by symmetry, so with the weight $w_3$
\begin{equation}
\frac{\sigma}{\sigma_{\rm bulk}}=1-\frac{3l}{2W}\int_0^1(\mu-\mu^3)\left(1-e^{-W/(l\mu)}\right)d\mu .
\end{equation}
This is the Fuchs--Sondheimer result for diffuse walls. It gives 0.522 here, and the kinetic solution with the conserving collisions restored gives the same to three digits. The viscous formula is too low by more than a factor of five.

The width and free path are of the size met in narrow on-chip wiring. Real lines also have a top and a bottom surface and grain boundaries, which add resistance not sized here, and partly specular surfaces, which move the ratio from 0.52 towards 1. Momentum returned to the electrons by lattice vibrations is left out as well. For such a line the model supports a surface size effect set by $W/l_{mr}$, and $D$ has no meaning as a viscous length. The numerical output lists the values for both cases.

\section*{Values computed for the example and the checks}
\begin{verbatim}
KINETIC CHECKS
viscosity/(v_F l), 2D and 3D: 0.2501, 0.2001
slip length/l, 2D kinetic: 0.6367
slip length/l, 2D half-range estimate: 0.5890
slip length/l, 3D kinetic: 0.5820
no-slip formula at W/D = 4: 0.5180
l/W = 0.04: kinetic 0.5616, excess over formula 0.0436
l/W = 0.02: kinetic 0.5407, excess over formula 0.0227
l/W = 0.01: kinetic 0.5296, excess over formula 0.0116
EXAMPLE: TWO-DIMENSIONAL CHANNEL (rough parameters)
density: 3.0e+11 cm^-2; mass: 0.07 m_e
mobility: 1.0e+06 cm^2/Vs; temperature: 30 K
width W: 5.0 um; field: 0.01 V/cm
Fermi energy: 10.26 meV
Fermi velocity: 2.271e+05 m/s
tau_mr: 39.80 ps; tau_mc: 1.010 ps
l_mr: 9.037 um; l_mc: 0.2294 um; l: 0.2237 um
viscosity nu: 0.01270 m^2/s
Gurzhi length D: 0.7110 um; W/(2D): 3.5163
tanh(W/(2D)): 0.99824
relative conductivity, no slip: 0.7161
centre velocity/u0, no slip: 0.9406
bulk sheet resistance: 20.81 ohm/square
channel sheet resistance, no slip: 29.05 ohm/square
SIZE OF NEGLECTED EFFECTS
l/W: 0.0447; l/D: 0.3147
slip length: 0.1425 um
relative conductivity, slip corrected: 0.7634
relative conductivity, kinetic: 0.7640
wall share of driving force, kinetic: 0.2360
channel sheet resistance, kinetic: 27.23 ohm/square
decay length, full chain: 0.7199 um
decay length, slow odd harmonics: 0.8307 um
formula with that length for D: 0.6694
kT/E_F: 0.2520; pressure/zero-temperature value: 1.1969
relative conductivity, warm viscosity: 0.6899
relative conductivity, l_mc halved: 0.7977
relative conductivity, l_mc doubled: 0.6078
bulk drift speed/v_F: 4.40e-04
CONTRAST: ROOM-TEMPERATURE METAL LINE (rough parameters)
W: 20 nm; l_mr: 40 nm; E_F: 7 eV; T: 300 K
l_mc estimate: 10818 nm; l_mc/W: 541
formal D: 17.86 nm; viscous formula: 0.0929
kinetic relative conductivity: 0.5218
same without conserving collisions: 0.5219
\end{verbatim}
